# Why Streaming Waves Bring Two Ion Species Closer in Sheath-Entry Speed: verification in Python

```python
"""
Result under test: in a two-ion presheath, a drift separation above the kinetic
ion-ion streaming threshold drives waves whose friction reduces the separation
below its free-fall value. The sheath condition then gives the entry speeds.
Scaled units: electron temperature, electron Debye length, argon mass and argon
sound speed are 1; electron density is 1. Species order: argon (light), xenon.
alpha = density fractions; temps = ion temperatures / electron temperature;
dv = light drift minus heavy drift; stretch = mean speed / its starting value.
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import rfft, irfft
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, wofz

# Inputs: rough values for a low-pressure processing discharge
te_ev, density, length = 3.0, 1.0e16, 0.03
gas_temp, pressure_mtorr, cross_section = 300.0, 0.5, 6.0e-19
mass_amu = np.array([39.948, 131.293])
mass = mass_amu / mass_amu[0]
alpha = np.array([0.5, 0.5])
te_joule = te_ev * sc.e
mass_si = mass_amu * sc.atomic_mass
speed_unit = np.sqrt(te_joule / mass_si[0])
debye = np.sqrt(sc.epsilon_0 * te_joule / (density * sc.e**2))
frequency = speed_unit / debye
ti_start = sc.k * gas_temp / te_joule
temps_start = np.array([ti_start, ti_start])
sound = 1 / np.sqrt(mass)
free_dv = sound[0] - sound[1]
# Shares of a relative drift that leave the total ion momentum at zero
share = np.array([mass[1], -mass[0]]) / mass.sum()


def z_prime(xi):
    return -2 * (1 + xi * 1j * np.sqrt(np.pi) * wofz(xi))


def susceptibilities(phase, k, dv, temps, frac=alpha, m=mass):
    drifts = (dv, 0.0)
    return [-frac[j] / (2 * temps[j] * k**2)
            * z_prime((phase - drifts[j]) / np.sqrt(2 * temps[j] / m[j]))
            for j in range(2)]


def growing_root(k, dv, temps, frac=alpha, m=mass):
    """Complex phase speed of the fastest growing mode, or None."""
    re, im = np.meshgrid(np.linspace(0.02, 0.98, 13) * dv,
                         np.array([0.01, 0.05, 0.15, 0.3, 0.6]) * dv)
    c = (re + 1j * im).ravel()
    drifts = (dv, 0.0)
    with np.errstate(all="ignore"):
        for _ in range(45):
            value = np.full(c.shape, k**2 + 1, dtype=complex)
            slope = np.zeros(c.shape, dtype=complex)
            for j in range(2):
                width = np.sqrt(2 * temps[j] / m[j])
                xi = (c - drifts[j]) / width
                z = 1j * np.sqrt(np.pi) * wofz(xi)
                zp = -2 * (1 + xi * z)
                value -= frac[j] / (2 * temps[j]) * zp
                slope += frac[j] / (temps[j] * width) * (z + xi * zp)
            c = c - value / slope
        residual = k**2 * (1 + 1 / k**2
                           + sum(susceptibilities(c, k, dv, temps, frac, m)))
        good = np.isfinite(c) & (np.abs(residual) < 1e-8) & (c.imag > 1e-6)
    return c[good][np.argmax(c[good].imag)] if good.any() else None


def dip_response(dv, temps):
    """Ion response at the dip between the two peaks; -inf if no dip."""
    u = np.linspace(0, dv, 4001)
    slope, response = np.zeros_like(u), np.zeros_like(u)
    for j, drift in enumerate((dv, 0.0)):
        xi = (u - drift) / np.sqrt(2 * temps[j] / mass[j])
        slope += -alpha[j] / temps[j] * xi * np.exp(-xi**2)
        response += alpha[j] / (2 * temps[j]) * z_prime(xi).real
    dips = np.where((slope[:-1] < 0) & (slope[1:] >= 0))[0]
    return response[dips].max() if len(dips) else -np.inf


def threshold(temps):
    low, high = 0.0, 3 * np.sum(np.sqrt(2 * np.asarray(temps) / mass))
    assert dip_response(high, temps) > 1
    for _ in range(45):
        middle = (low + high) / 2
        if dip_response(middle, temps) > 1:
            high = middle
        else:
            low = middle
    return high


def unstable_count(dv, temps):
    """Largest number of growing roots over k, by the argument principle."""
    u = np.linspace(-3, 3 + dv, 6001)
    ions = sum(susceptibilities(u, 1.0, dv, temps))
    turns = [np.unwrap(np.angle(k2 + 1 + ions)) for k2 in
             np.linspace(0.01, 25, 700)]
    return max(abs(round((t[-1] - t[0]) / (2 * np.pi))) for t in turns)


dv_c = threshold(temps_start)
assert unstable_count(0.95 * dv_c, temps_start) == 0
assert unstable_count(1.15 * dv_c, temps_start) > 0
assert free_dv > dv_c

# Direction of the wave force for randomly chosen growing modes
rng = np.random.default_rng(4)
growing_cases = 0
for _ in range(80):
    part = rng.uniform(0.2, 0.8)
    frac = np.array([part, 1 - part])
    m = np.array([1.0, rng.uniform(1.5, 10)])
    temps = rng.uniform(0.005, 0.04, 2)
    dv = rng.uniform(1, 3) * np.sum(np.sqrt(2 * temps / m))
    k = rng.uniform(0.2, 2)
    root = growing_root(k, dv, temps, frac, m)
    if root is not None:
        growing_cases += 1
        chi = susceptibilities(root, k, dv, temps, frac, m)
        assert 0 < root.real < dv
        assert chi[0].imag < 0 < chi[1].imag
        assert abs(chi[0].imag + chi[1].imag) < 1e-6
assert growing_cases >= 10


def vlasov(dv, temps, k_box, nx, nv, u_range, dt, steps, ripple):
    """Undriven kinetic ions with linear Boltzmann electrons, fixed box."""
    du = (u_range[1] - u_range[0]) / nv
    u = u_range[0] + du * np.arange(nv)
    x_phase = 2 * np.pi * np.arange(nx) / nx
    f = np.empty((2, nx, nv))
    for j in range(2):
        shape = np.exp(-mass[j] * (u - share[j] * dv)**2 / (2 * temps[j]))
        f[j] = shape / (shape.sum() * du)
    f[0] *= 1 + ripple * np.cos(x_phase)[:, None]
    kx = k_box * np.arange(nx // 2 + 1)
    q = 2 * np.pi * np.fft.rfftfreq(nv, du)
    # High-order filters remove structure near the grid limits only
    velocity_filter = np.exp(-8 * dt * (q / q.max())**6)
    space_filter = np.exp(-8 * dt * (kx / kx.max())**16)[:, None]
    advance = space_filter * np.exp(-1j * kx[:, None] * u * dt)
    means, fields = [], []
    for _ in range(steps):
        f = irfft(rfft(f, axis=1) * advance, n=nx, axis=1)
        ion_density = np.tensordot(alpha, f.sum(axis=2) * du, axes=1)
        phi_k = rfft(ion_density) / (1 + kx**2)
        phi_k[0] = phi_k[-1] = 0
        field_k = -1j * kx * phi_k
        kick = dt * irfft(field_k, n=nx) / mass[:, None]
        fv = rfft(f, axis=2)
        fv *= velocity_filter * np.exp(-1j * q * kick[:, :, None])
        f = irfft(fv, n=nv, axis=2)
        means.append((f.mean(axis=1) @ u) * du)
        fields.append(2 * abs(field_k[1]) / nx)
    profile, strip = f.mean(axis=1), nv // 20
    edge_fraction = max(np.abs(profile[:, :strip].sum(axis=1)).max(),
                        np.abs(profile[:, -strip:].sum(axis=1)).max()) * du
    assert edge_fraction < 1e-3, ("ions at velocity edge", edge_fraction)
    means = np.array(means)
    return {"means": means, "field": np.array(fields),
            "dv": means[:, 0] - means[:, 1]}


# Undriven runs: growth, force, and contrast across the threshold
test_dv = 2 * dv_c
k_values = np.linspace(0.3, 4, 38)
roots = [growing_root(k, test_dv, temps_start) for k in k_values]
rates = np.array([0 if r is None else k * r.imag
                  for k, r in zip(k_values, roots)])
best = int(np.argmax(rates))
k_best, gamma, root_best = k_values[best], rates[best], roots[best]
assert gamma > 0.02
dt_test = 0.1
above = vlasov(test_dv, temps_start, k_best, 16, 192, (-0.9, 1.3), dt_test,
               int(30 / gamma / dt_test), ripple=1e-7)
first, last = int(7 / gamma / dt_test), int(11 / gamma / dt_test)
times = dt_test * np.arange(first, last)
gamma_run = np.polyfit(times, np.log(above["field"][first:last]), 1)[0]
assert abs(gamma_run / gamma - 1) < 0.03, (gamma_run, gamma)
chi_light = susceptibilities(root_best, k_best, test_dv, temps_start)[0]
momentum_theory = np.sum(0.5 * k_best * above["field"][first + 1:last + 1]**2
                         * chi_light.imag) * dt_test
momentum_run = alpha[0] * (above["means"][last, 0] - above["means"][first, 0])
assert abs(momentum_run / momentum_theory - 1) < 0.05, (momentum_run,
                                                        momentum_theory)
loss_above = 1 - above["dv"][-1] / test_dv
below = vlasov(0.8 * dv_c, temps_start, k_best, 16, 192, (-0.9, 1.3), dt_test,
               600, ripple=1e-3)
loss_below = 1 - below["dv"][-1] / (0.8 * dv_c)
assert loss_above > 0.03 and abs(loss_below) < 1e-3, (loss_above, loss_below)


def parcel(dv, k_box, count, steps, span, rate=0.0, drive=0.0, seed=0,
           self_field=True):
    """Particle ions, equal species densities, in a stretching flow parcel."""
    random = np.random.default_rng(seed)
    cells, dt = 64, span / steps
    x = random.random((2, count)) * cells
    u = random.standard_normal((2, count))
    u = (u - u.mean(axis=1, keepdims=True)) * np.sqrt(
        temps_start / mass)[:, None] + dv * share[:, None]
    modes = np.arange(cells // 2 + 1)
    k = k_box * modes
    keep = (modes > 0) & (modes <= 16)
    cloud = np.sinc(modes / cells)**2
    to_cells = cells * k_box / (2 * np.pi)
    separations, stretches, phi_rms = [], [], []
    for n in range(steps):
        stretch = 1 + rate * (n + 0.5) * dt
        x += u * (dt * to_cells / stretch**2)
        x -= cells * np.floor(x / cells)
        left = x.astype(np.int64)
        part = x - left
        bins = np.bincount(left.ravel(), (1 - part).ravel(), cells + 2)
        bins += np.bincount(left.ravel() + 1, part.ravel(), cells + 2)
        ion_density = bins[:cells].copy()
        ion_density[:2] += bins[cells:]
        ion_density *= cells / (2 * count)
        # Compensate the particle-cloud smoothing in deposit and force
        phi_k = (rfft(ion_density) * keep
                 / (cloud**2 * (1 + (k / stretch)**2)))
        field = irfft(-1j * k / stretch * phi_k, n=cells) * self_field
        field = np.concatenate([field, field[:2]])
        force = field[left] * (1 - part) + field[left + 1] * part
        u += dt * stretch * (force / mass[:, None] + drive * share[:, None])
        end_stretch = 1 + rate * (n + 1) * dt
        drift = u.mean(axis=1)
        separations.append((drift[0] - drift[1]) / end_stretch)
        stretches.append(end_stretch)
        phi_rms.append(np.std(irfft(phi_k * cloud, n=cells)))
    assert abs(np.sum(mass * u.mean(axis=1))) < 1e-9
    return {"dv": np.array(separations), "stretch": np.array(stretches),
            "temps": mass * u.var(axis=1) / end_stretch**2,
            "phi": max(phi_rms)}


# Driven presheath parcel, from one third of the free edge speed
final_stretch = 3.0
mean_edge = sound.mean()
drive_field = debye / (2 * length)
rate = final_stretch * drive_field * mean_edge
relative_drive = drive_field * (1 - 1 / mass[1])
duration = (final_stretch - 1) / rate
start_dv = free_dv / final_stretch
control = parcel(start_dv, 0.5, 1000, 40, duration, rate, relative_drive,
                 self_field=False)
assert abs(control["dv"][-1] / free_dv - 1) < 1e-4
runs = [parcel(start_dv, 0.5, 100000, 800, duration, rate, relative_drive, 1),
        parcel(start_dv, 0.42, 50000, 900, duration, rate, relative_drive, 2)]
end_ratios = []
for run in runs:
    ratio = run["dv"] / (start_dv * run["stretch"])
    end_ratios.append(ratio[run["stretch"] > 0.9 * final_stretch].mean())
end_ratio = np.mean(end_ratios)
assert max(end_ratios) < 0.85 and np.ptp(end_ratios) < 0.15, end_ratios
limited_dv = end_ratio * free_dv
temps_end = np.mean([run["temps"] for run in runs], axis=0)
dv_c_end = threshold(temps_end)
assert 0.5 < limited_dv / dv_c_end < 1.5, (limited_dv, dv_c_end, temps_end)
# Sampling noise alone must not explain the reduced separation
quiet = parcel(0.8 * dv_c, 0.5, 50000, 800, duration, seed=3)
noise_loss = 0.8 * dv_c - quiet["dv"][-1]
assert abs(noise_loss) < 0.25 * (free_dv - limited_dv), (noise_loss,
                                                        limited_dv)


def entry_speeds(dv, temps=(0.0, 0.0)):
    def excess(slow):
        speeds = np.array([slow + dv, slow])
        return np.sum(alpha / mass
                      / (speeds**2 - 3 * np.asarray(temps) / mass)) - 1
    slow = brentq(excess, 0.4, 2.0)
    return np.array([slow + dv, slow])


def net_charge(drop, speeds):
    ions = np.sum(alpha / np.sqrt(1 + 2 * drop / (mass * speeds**2)))
    return ions - np.exp(-drop)


entry = entry_speeds(limited_dv)
entry_warm = entry_speeds(limited_dv, temps_end)
common = entry_speeds(0.0)[0]
h = 1e-4
assert abs(net_charge(h, entry) - net_charge(-h, entry)) / (2 * h) < 1e-6
assert net_charge(h, 0.95 * entry) < 0 < net_charge(h, 1.05 * entry)
assert np.allclose(entry_speeds(free_dv), sound, atol=1e-9)

# Ordinary Coulomb friction between drifting Maxwellians
thermal_width = np.sqrt(np.sum(2 * temps_start / mass))


def inverse_speed(dv):
    def integrand(g):
        return (np.exp(-((g - dv) / thermal_width)**2)
                - np.exp(-((g + dv) / thermal_width)**2))
    value = quad(integrand, 0, dv + 10 * thermal_width, epsabs=1e-12)[0]
    return value / (dv * thermal_width * np.sqrt(np.pi))


def coulomb_shape(dv):
    s = dv / thermal_width
    return (erf(s) - 2 * s * np.exp(-s**2) / np.sqrt(np.pi)) / dv**2


step = 1e-4
numeric_shape = -(inverse_speed(dv_c + step)
                  - inverse_speed(dv_c - step)) / (2 * step)
assert abs(numeric_shape / coulomb_shape(dv_c) - 1) < 1e-4
reduced_mass = mass_si.prod() / mass_si.sum()
relative_energy = reduced_mass * speed_unit**2 * (dv_c**2 + thermal_width**2)
closest = sc.e**2 / (4 * np.pi * sc.epsilon_0 * relative_energy)
coulomb_log = np.log(debye * np.sqrt(ti_start) / closest)
coulomb_factor = (density * alpha[0] * sc.e**4 * coulomb_log
                  / (4 * np.pi * sc.epsilon_0**2 * reduced_mass**2)
                  / speed_unit**3 / frequency)


def coulomb_motion(t, scaled_dv):
    stretch = 1 + rate * t
    drag = coulomb_factor * coulomb_shape(scaled_dv[0] / stretch)
    return [stretch * (relative_drive - drag)]


coulomb_run = solve_ivp(coulomb_motion, (0, duration), [start_dv],
                        rtol=1e-8, atol=1e-10)
coulomb_dv = coulomb_run.y[0, -1] / final_stretch
assert limited_dv < coulomb_dv < free_dv, (limited_dv, coulomb_dv, free_dv)

gas_density = pressure_mtorr * 1e-3 * sc.torr / (sc.k * gas_temp)
mean_path = 1 / (gas_density * cross_section)
electron_damping = np.sqrt(np.pi / 2 * sc.m_e / mass_si[0])


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron temperature", te_ev, "eV")
show("Plasma density", density, "m^-3")
show("Presheath length", length * 100, "cm")
show("Argon mass", mass_amu[0], "u", 6)
show("Xenon mass", mass_amu[1], "u", 6)
show("Density fraction of each ion", alpha[0])
show("Gas and starting ion temperature", gas_temp, "K")
show("Starting ion temperature", ti_start * te_ev, "eV")
show("Electron Debye length", debye * 1e6, "um")
show("Argon frequency unit", frequency, "s^-1")
show("Free argon entry speed", sound[0] * speed_unit, "m/s")
show("Free xenon entry speed", sound[1] * speed_unit, "m/s")
show("Free separation", free_dv * speed_unit, "m/s")
show("Common speed if fully locked", common * speed_unit, "m/s")
show("Threshold at starting temperature", dv_c * speed_unit, "m/s")
show("Ion response at threshold dip", dip_response(dv_c, temps_start))
show("Random growing modes checked", growing_cases)
show("Test separation / threshold", test_dv / dv_c)
show("Fastest test wave k times Debye length", k_best)
show("Test phase speed / separation", root_best.real / test_dv)
show("Growth rate from dispersion", gamma, "frequency units")
show("Growth rate from Vlasov run", gamma_run, "frequency units")
show("Wave momentum transfer, run / formula", momentum_run / momentum_theory)
show("Separation lost above threshold", 100 * loss_above, "%")
show("Separation lost at 0.8 threshold", 100 * loss_below, "%", 2)
show("Driven run duration", duration / frequency * 1e6, "us")
for target in (1.5, 2.0, 2.5, 3.0):
    values = [np.interp(target, r["stretch"], r["dv"]) for r in runs]
    print(f"Stretch {target:.1f}: free {start_dv*target*speed_unit:.0f}, "
          f"runs {values[0]*speed_unit:.0f}, {values[1]*speed_unit:.0f} m/s")
show("Late separation / free, run 1", end_ratios[0], digits=3)
show("Late separation / free, run 2", end_ratios[1], digits=3)
show("Mean limited separation", limited_dv * speed_unit, "m/s", 3)
show("Subthreshold loss from particle noise", noise_loss * speed_unit,
     "m/s", 2)
show("Final argon parallel temperature", temps_end[0] * te_ev, "eV", 3)
show("Final xenon parallel temperature", temps_end[1] * te_ev, "eV", 3)
show("Maxwellian threshold at final temperatures", dv_c_end * speed_unit,
     "m/s", 3)
show("Limited separation / final threshold", limited_dv / dv_c_end, digits=3)
show("Argon entry speed with wave friction", entry[0] * speed_unit, "m/s")
show("Xenon entry speed with wave friction", entry[1] * speed_unit, "m/s")
show("Argon entry speed with ion pressure", entry_warm[0] * speed_unit, "m/s")
show("Xenon entry speed with ion pressure", entry_warm[1] * speed_unit, "m/s")
show("Coulomb logarithm", coulomb_log, digits=3)
show("Separation with Coulomb friction only", coulomb_dv * speed_unit,
     "m/s", 3)
show("Largest rms wave potential", max(r["phi"] for r in runs) * te_ev,
     "V", 3)
show("Gas pressure", pressure_mtorr, "mTorr")
show("Rough ion-neutral cross section", cross_section, "m^2")
show("Ion-neutral mean free path", mean_path * 100, "cm", 3)
show("Presheath length / mean free path", length / mean_path, digits=3)
show("Electron damping part of response", electron_damping, digits=2)
show("Edge density / density before half-Te drop", np.exp(-0.5), digits=3)
print("success")
```

Printed output:

```
Electron temperature: 3 eV
Plasma density: 1e+16 m^-3
Presheath length: 3 cm
Argon mass: 39.948 u
Xenon mass: 131.293 u
Density fraction of each ion: 0.5
Gas and starting ion temperature: 300 K
Starting ion temperature: 0.02585 eV
Electron Debye length: 128.8 um
Argon frequency unit: 2.091e+07 s^-1
Free argon entry speed: 2692 m/s
Free xenon entry speed: 1485 m/s
Free separation: 1207 m/s
Common speed if fully locked: 2174 m/s
Threshold at starting temperature: 511.1 m/s
Ion response at threshold dip: 1
Random growing modes checked: 74
Test separation / threshold: 2
Fastest test wave k times Debye length: 2.5
Test phase speed / separation: 0.3375
Growth rate from dispersion: 0.172 frequency units
Growth rate from Vlasov run: 0.172 frequency units
Wave momentum transfer, run / formula: 1
Separation lost above threshold: 41.54 %
Separation lost at 0.8 threshold: 5e-06 %
Driven run duration: 19.15 us
Stretch 1.5: free 603, runs 439, 457 m/s
Stretch 2.0: free 805, runs 421, 398 m/s
Stretch 2.5: free 1006, runs 497, 470 m/s
Stretch 3.0: free 1207, runs 601, 550 m/s
Late separation / free, run 1: 0.494
Late separation / free, run 2: 0.452
Mean limited separation: 571 m/s
Subthreshold loss from particle noise: 29 m/s
Final argon parallel temperature: 0.0798 eV
Final xenon parallel temperature: 0.0622 eV
Maxwellian threshold at final temperatures: 830 m/s
Limited separation / final threshold: 0.688
Argon entry speed with wave friction: 2354 m/s
Xenon entry speed with wave friction: 1784 m/s
Argon entry speed with ion pressure: 2442 m/s
Xenon entry speed with ion pressure: 1872 m/s
Coulomb logarithm: 7.02
Separation with Coulomb friction only: 1e+03 m/s
Largest rms wave potential: 0.0415 V
Gas pressure: 0.5 mTorr
Rough ion-neutral cross section: 6e-19 m^2
Ion-neutral mean free path: 10.4 cm
Presheath length / mean free path: 0.29
Electron damping part of response: 0.0046
Edge density / density before half-Te drop: 0.607
success
```
